\section*{Zero-energy transmission of a chain with random hopping}

\section{Problem}

An electron moves on a chain without site energies, described by
\begin{equation}
H=-\sum_n t_n\bigl(|n\rangle\langle n+1|+|n+1\rangle\langle n|\bigr),\qquad t_n>0 .
\end{equation}
The bonds $t_1,\dots,t_L$, with $L=2N$ even, are independent and drawn from one distribution in which $\ln t_n$ has variance $\sigma^2$. All other bonds equal $t_0$ and form the leads. Lengths are counted in bonds, and $\hbar=1$.

(a) How do the mean and the standard deviation of $-\ln T$ grow with $L$ at energy $E=0$, where $T$ is the transmission probability, and what causes this growth?

(b) Take $\ln(t_n/t_0)$ uniform on $[-0.6,0.6]$ and $L=400$. Compare the average and the typical transmission with the Boltzmann value.

\section{A tempting solution}

In the leads $E=-2t_0\cos k$, with velocity $v=2t_0\sin k$. For weak disorder write $t_n=t_0+\delta t_n$ with $\delta t_n\simeq t_0\ln(t_n/t_0)$, taken to have zero mean. The matrix element for backscattering from $k$ to $-k$ is
\begin{equation}
\langle -k|V|k\rangle=-2\sum_n\delta t_n\,e^{ik(2n+1)} .
\end{equation}
The Born reflection probability is its squared modulus divided by $v^2$. Independent bonds leave only the diagonal terms:
\begin{equation}
\langle R\rangle=\frac{4L\,t_0^2\sigma^2}{4t_0^2\sin^2k}=\frac{\sigma^2L}{\sin^2k}.
\label{born}
\end{equation}
At $E=0$, $k=\pi/2$ and the reflection is $\sigma^2$ per bond.

To treat long chains, join two sections. Summing the multiple reflections between them gives
\begin{equation}
-\ln T=-\ln T_1-\ln T_2+\ln|1-r_1'r_2|^2,
\label{compose}
\end{equation}
where $r_1'$ is the reflection amplitude of the first section from its right and $r_2$ that of the second from its left. Let the phase $\theta$ of $r_1'r_2=\rho e^{i\theta}$ be uniformly distributed. Since $\ln(1-\rho e^{i\theta})=-\sum_{m\ge1}\rho^m e^{im\theta}/m$ for $\rho<1$, the last term averages to zero. The mean of $-\ln T$ is then additive:
\begin{equation}
\langle-\ln T\rangle=\sigma^2L .
\label{wrong}
\end{equation}
Many nearly independent contributions add up, so the deviation grows as $\sqrt L$ and the relative fluctuation dies out as $1/\sqrt L$.

For the chain of part (b), $\sigma^2=0.6^2/3=0.12$, and Eq.~\eqref{wrong} predicts a mean of $0.12\times400=48$. Wave propagation through 10\,000 such chains gives $9.75$.

\section{Where it fails}

The fault is the uniform phase. At $E=0$ the Schr\"odinger equation reads
\begin{equation}
t_n\psi_{n+1}+t_{n-1}\psi_{n-1}=0 ,
\label{zero}
\end{equation}
so odd and even sites decouple. Starting from site 1 and taking $N$ steps of two sites,
\begin{equation}
\psi_{L+1}=(-1)^Ne^{X}\psi_1,\qquad X=\sum_{k=1}^{N}\ln\frac{t_{2k-1}}{t_{2k}} .
\label{X}
\end{equation}
Starting from site 0 takes $N+1$ steps to reach site $L+2$, and the two lead bonds cancel:
\begin{equation}
\psi_{L+2}=(-1)^{N+1}\frac{t_0}{t_1}\frac{t_2}{t_3}\cdots\frac{t_L}{t_0}\,\psi_0=(-1)^{N+1}e^{-X}\psi_0 .
\end{equation}

For a wave incident from the left, $\psi_n=e^{ik(n-1)}+re^{-ik(n-1)}$ for $n\le1$ and $\psi_n=\tau e^{ik(n-L-1)}$ for $n\ge L+1$. With $k=\pi/2$,
\begin{equation}
\psi_1=1+r,\quad \psi_0=-i(1-r),\quad \psi_{L+1}=\tau,\quad \psi_{L+2}=i\tau .
\end{equation}
Inserting these values gives two equations,
\begin{equation}
\tau=(-1)^Ne^{X}(1+r),\qquad \tau=(-1)^Ne^{-X}(1-r).
\label{match}
\end{equation}
Solve them for $1+r$ and $1-r$. Their sum gives $2=(-1)^N\tau\,(e^{-X}+e^{X})$, and their difference gives $2r=(-1)^N\tau\,(e^{-X}-e^{X})$. Therefore
\begin{equation}
\tau=\frac{(-1)^N}{\cosh X},\qquad r=-\tanh X .
\label{amplitudes}
\end{equation}
The reflection amplitude is real. Unitarity gives the amplitude from the right, $r'=-r^*\tau/\tau^*=\tanh X$. The phase of $r_1'r_2$ can thus be only $0$ or $\pi$, however long the sections are, and
\begin{equation}
\ln|1-r_1'r_2|^2=2\ln(1+\tanh X_1\tanh X_2).
\end{equation}
Each term of $X$ is the difference of two independent, identically distributed numbers, so $X_1$ and $-X_1$ are equally likely. Averaging over this sign gives $\ln(1-\tanh^2X_1\tanh^2X_2)\le0$. The term that was dropped lowers the mean, and the additive law \eqref{wrong} does not hold.

Well inside the band, away from both $E=0$ and the band edges, the factor $e^{2ikn}$ in the backscattering amplitude is no longer just $\pm1$, the reflection amplitude is complex, and the tempting argument does much better. At $E=0.5\,t_0$, $\sin^2k=1-0.25^2=0.9375$, and Eq.~\eqref{born} gives a mean of $48/0.9375=51.2$ at $L=400$. The simulated value is $49.7$. At this disorder strength the agreement is lost both close to $E=0$ ($48$ against $38$ at $0.1\,t_0$) and towards the band edges, where Eq.~\eqref{born} diverges and at $E=1.9\,t_0$ overestimates the mean by more than a factor of two.

\section{Solution of part (a)}

\subsection{The random walk}

Equation \eqref{amplitudes} gives, for every single chain,
\begin{equation}
T=\frac{1}{\cosh^2X} .
\label{sech}
\end{equation}
For the bonds $1.2,\,0.8,\,0.9,\,1.1$ (in $t_0$), $X=\ln(1.08/0.88)=0.2048$ and $T=0.959$, which inversion of the $5\times5$ matrix with lead terms reproduces.

By Eq.~\eqref{X}, $X$ is the change of $\ln|\psi|$ along the odd sites. Each pair of bonds adds an independent step of zero mean, because the common mean of $\ln t$ cancels, and of variance $2\sigma^2$. The logarithm of the wavefunction performs an unbiased random walk, with
\begin{equation}
\langle X\rangle=0,\qquad \langle X^2\rangle=2N\sigma^2=\sigma^2L\equiv s^2 .
\end{equation}
The zero modes of isolated 41-site chains, found by diagonalization, show this walk: after 5, 10 and 20 steps the variance of $\ln|\psi|$ is $1.20$, $2.43$ and $4.78$, against the value $2m\sigma^2$ expected after $m$ steps, $1.20$, $2.40$ and $4.80$.

If $L$ is odd, the same two recursions lead to Eq.~\eqref{match} with $\tau$ replaced by $i\tau$, $N$ by $(L+1)/2$ and $X$ by $X'=\ln[P_{\rm o}/(t_0P_{\rm e})]$, where $P_{\rm o}$ and $P_{\rm e}$ are the products of the odd and even bonds. Then $T=1/\cosh^2X'$. The mean of $X'$ is $\langle\ln t\rangle-\ln t_0$, an offset that does not grow with $L$.

\subsection{Mean and deviation}

Writing $\cosh X=\tfrac12e^{|X|}(1+e^{-2|X|})$ turns Eq.~\eqref{sech} into
\begin{equation}
-\ln T=2|X|-2\ln2+f,\qquad f=2\ln\bigl(1+e^{-2|X|}\bigr).
\label{folded}
\end{equation}
For many bonds the central limit theorem makes $X$ Gaussian, so $\langle|X|\rangle=s\sqrt{2/\pi}$. The function $f$ matters only for $|X|\lesssim1$, where for $s\gg1$ the density of $|X|$ is nearly constant and equal to $\sqrt{2/\pi}/s$. Expanding the logarithm,
\begin{equation}
\int_0^\infty\!\ln(1+e^{-2x})\,dx=\sum_{m\ge1}\frac{(-1)^{m+1}}{2m^2}=\frac{\pi^2}{24},
\qquad
\langle f\rangle\simeq\sqrt{\frac2\pi}\,\frac{\pi^2}{12\,s}.
\end{equation}
The mean is therefore
\begin{equation}
\langle-\ln T\rangle=2\sqrt{\frac{2}{\pi}}\,\sigma\sqrt L-2\ln2+O(1/s).
\label{mean}
\end{equation}

In the variance, $2|X|$ contributes $4(s^2-2s^2/\pi)$. Its covariance with $f$ enters twice. Since $\langle|X|f\rangle$ and $\langle f^2\rangle$ are $O(1/s)$, what remains at order one is
\begin{equation}
-2\,\langle2|X|\rangle\langle f\rangle=-2\cdot2s\sqrt{\frac2\pi}\cdot\sqrt{\frac2\pi}\,\frac{\pi^2}{12s}=-\frac{2\pi}{3},
\end{equation}
so that, for Gaussian $X$,
\begin{equation}
\mathrm{Var}\,\ln T=4\Bigl(1-\frac2\pi\Bigr)\sigma^2L-\frac{2\pi}{3}+O(1/s).
\label{var}
\end{equation}

For other distributions the constant shifts, by an amount that depends on the tails as well as on $\sigma^2$; rare strong or weak bonds can make it sizeable even when $\sigma^2$ is small. If $\ln t_n$ has a smooth density with excess kurtosis $\kappa$, the excess kurtosis of $X$ is $\kappa/L$, and the first correction to the central limit theorem multiplies the Gaussian density of $x=X/s$ by $1+\kappa(x^4-6x^2+3)/(24L)$. Integrating $|x|$ with this density gives $\langle|X|\rangle=s\sqrt{2/\pi}\,[1-\kappa/(24L)]$, which adds $2\kappa\sigma^2/(3\pi)$ to the variance. For the uniform distribution of part (b), $\kappa=-1.2$ and the shift is only $-0.03$.

The log-transmission does fluctuate as $\sqrt L$, but this alone does not single out zero energy. At $E=0.5\,t_0$ the simulated deviation also doubles, from $9.8$ to $19.7$, when $L$ goes from 400 to 1600. The difference lies in the mean. There it quadruples, from $49.7$ to $199$, whereas at $E=0$ it goes from $9.75$ to $20.8$, because an unbiased walk has no drift. The ratio of deviation to mean then does not vanish for long chains but tends to $\sqrt{\pi/2-1}=0.756$. At $L=1600$ it is $0.80$, still raised by the constant $-2\ln2$ in the mean.

\subsection{Two changes that test the cause}

If neighbouring bonds are equal in pairs, $t_{2k-1}=t_{2k}$, each term of $X$ vanishes and $T=1$, although the bonds are as disordered as before. In simulated chains of 400 bonds $|\ln T|$ stays below $10^{-14}$, which is rounding error.

If instead odd bonds are stronger on average, so that $\langle\ln(t_{2k-1}/t_{2k})\rangle=\delta>0$, the walk drifts by $N\delta$. Once $N\delta\gg s$, $X$ is almost surely positive and $|X|=X$, so the mean is $2N\delta-2\ln2$ and the deviation $2s$. For $\delta=0.1$ and $L=1600$ these are $158.6$ and $27.7$; the simulation gives $158.2$ and $27.7$. The $\sqrt L$ law for the mean thus requires that the chain not be dimerized.

\section{Solution of part (b)}

Here $s=\sqrt{0.12\times400}=6.93$. Equation \eqref{mean} with its $1/s$ term gives $11.06-1.39+0.09=9.76$, and Eq.~\eqref{var} gives $\sqrt{69.8-2.1}=8.2$. The simulation has $9.75$ and $8.16$. The typical transmission is $e^{\langle\ln T\rangle}=5.8\times10^{-5}$.

The average transmission comes from the centre of the distribution $p(X)$:
\begin{equation}
\langle T\rangle\simeq p(0)\int_{-\infty}^{\infty}\frac{dx}{\cosh^2x}=2p(0)=\sqrt{\frac2\pi}\,\frac1{\sigma\sqrt L}=0.115 .
\end{equation}
The simulated average is $0.110$. Since $\langle T^2\rangle\simeq\tfrac43p(0)=0.077$, its standard error is $\sqrt{(0.077-0.013)/10^4}=0.0025$, so the two differ by about two standard errors. Rare open chains carry the average: in the simulation, the $9.6\%$ of chains with $T>1/2$ supply $69\%$ of it.

Boltzmann theory joins sections by intensities, without phases: $T=T_1T_2/(1-R_1R_2)$. With $R_i=1-T_i$ the denominator is $T_1+T_2-T_1T_2$, hence
\begin{equation}
\frac1T-1=\Bigl(\frac1{T_1}-1\Bigr)+\Bigl(\frac1{T_2}-1\Bigr).
\end{equation}
This quantity is additive and, to leading order in the disorder, equals $\sigma^2$ per bond. Therefore
\begin{equation}
T_{\rm B}=\frac{1}{1+\sigma^2L}=\frac1{49}=0.020 .
\end{equation}
The second digit depends on the neglected orders: a single bond has $1/T-1=\sinh^2\ln(t/t_0)$, whose average is $0.129$ here and would give $0.019$. For $\sigma^2L\ll1$ the leading-order form agrees with Eq.~\eqref{sech}, since $\langle1-T\rangle\simeq\langle X^2\rangle=\sigma^2L$. At $L=400$, 48 backscattering lengths $1/\sigma^2$, it describes neither quantity: the average transmission is 5 to 6 times larger and the typical one about 350 times smaller. The average falls as $L^{-1/2}$, more slowly than the Boltzmann value, while the typical transmission falls as $\exp(-2\sqrt{2/\pi}\,\sigma\sqrt L)$ up to a constant factor.

\section{How narrow the zero-energy regime is}

A nonzero energy adds a term $E\psi_n$ to Eq.~\eqref{zero} and feeds each sublattice from the other. One carries amplitudes of order $e^{X}$, the other $e^{-X}$, so the coupling becomes important near $E\sim t_0e^{-cs}$, with $c$ a number of order one that this estimate does not fix. For $L=400$, $e^{-s}=10^{-3}$. The simulated mean of $-\ln T$, $9.75$ at $E=0$, is $9.87$ at $10^{-8}t_0$, but already $13.1$ at $10^{-4}t_0$ and $38$ at $0.1\,t_0$.

Random site energies also couple the sublattices. With a standard deviation of $10^{-3}t_0$ they raise the mean to $14.0$, and with $0.1\,t_0$ to $32$. Dimerization with $\delta=0.01$ raises it only to $10.2$, since the drift of $X$, $2.0$, is small against $s$; with $\delta=0.1$ the drift is $20$ and the mean $38.6$.

These numbers limit what a real chain could show. If $t_0$ were 1~eV, the thermal energy at room temperature would be about $0.026\,t_0$, far outside the window in which the $\sqrt L$ law for the mean holds at this length. Interactions and lattice vibrations are left out of the model altogether. The remaining simulated values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Four-bond chain, hoppings (t0): 1.2 0.8 0.9 1.1
  X = 0.20479, T from matrix inversion = 0.95920
Zero modes of 41-site chains: variance of ln|psi(2m+1)/psi(1)|
  m =  5: found 1.195, 2 m sigma2 = 1.200
  m = 10: found 2.434, 2 m sigma2 = 2.400
  m = 20: found 4.782, 2 m sigma2 = 4.800
sigma2 = 0.1200, sigma = 0.3464, chains = 10000
-ln T at E = 0: simulated mean, dev | Gaussian walk mean, dev
  L =  100 bonds, s =  3.464:   4.35,   3.97 |   4.33,   3.99
  L =  400 bonds, s =  6.928:   9.75,   8.16 |   9.76,   8.24
  L = 1600 bonds, s = 13.856:  20.78,  16.54 |  20.77,  16.65
  dev/mean at L = 1600: 0.796, limit sqrt(pi/2-1) = 0.7555
-ln T at E = 0.5 t0: simulated mean, dev
  L =  100 bonds: 12.52, 4.65
  L =  400 bonds: 49.68, 9.76
  L = 1600 bonds: 199.18, 19.72
Dimerized, delta = 0.1, L = 1600, E = 0:
  mean 158.24 (law 158.61), dev 27.65 (law 27.71)
Equal pairs, L = 400: largest |ln T| = 7.5e-15
Hopping uniform on [0.5, 1.5], leads 1.7: variance of ln t = 0.0948
  L = 400: mean 8.48 (walk 8.55), dev 7.28 (walk 7.30)
Weak disorder, L = 20: reflection 0.00592, golden rule 0.00600
Transmission at L = 400, E = 0:
  average: simulated 0.1097, walk 0.1142, sqrt(2/pi)/s = 0.1152
  typical exp<ln T> = 5.82e-05
  Boltzmann: length 1/sigma2 = 8.33 bonds, T = 0.0204
  average/Boltzmann = 5.37, Boltzmann/typical = 351
  chains with T > 1/2: found 0.0957, walk 0.1012
  their share of the average = 0.694
Neglected effects at L = 400 (undisturbed mean of -ln T 9.75):
  energy scale exp(-s) = 9.80e-04 t0
  energy 1e-08 t0: mean 9.87
  energy 1e-04 t0: mean 13.13
  energy 1e-03 t0: mean 16.66
  energy 1e-02 t0: mean 24.07
  energy 1e-01 t0: mean 38.21
  site disorder, deviation 1e-03 t0: mean 13.96
  site disorder, deviation 1e-02 t0: mean 18.76
  site disorder, deviation 1e-01 t0: mean 32.25
  dimerization delta = 0.01: drift of X 2.0, mean 10.17
  dimerization delta = 0.1: drift of X 20.0, mean 38.58
\end{verbatim}
